\section*{Off-centre tin(II) from two-level vibronic coupling: threshold, size and limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two-level model and its solution}

\subsection{The case of no gap}

Consider one ion that can move a distance $Q$ along a line, to either side of a centre of symmetry. It has two electronic levels of equal energy, one even and one odd under inversion, and the displacement mixes them with matrix element $gQ$. The electronic matrix and its eigenvalues are
\begin{equation}
\begin{pmatrix}0&gQ\\ gQ&0\end{pmatrix},\qquad \varepsilon_\pm=\pm g|Q| .
\end{equation}
Two electrons of opposite spin both enter the lower level. If the displacement also costs an elastic energy $KQ^2/2$, the total is
\begin{equation}
E(Q)=\tfrac12KQ^2-2g|Q| .
\end{equation}
For small $|Q|$ the linear gain exceeds the quadratic cost, however stiff the cage. For $Q>0$ the condition $KQ-2g=0$ gives $Q=2g/K$, where the energy is $2g^2/K-4g^2/K=-2g^2/K$. The ion leaves the centre for any nonzero $g$.

A gap $D$ between the levels removes the linear gain. The levels must now be mixed across the gap, and the gain starts as $Q^2$, the same power as the elastic cost. The two coefficients then decide whether the centre is stable, and this competition produces a threshold.

\subsection{Assumptions and the electronic matrix}

The ion is tin(II) on a site with inversion symmetry. The filled even level $a$ has tin $5s$ character mixed with oxygen; the empty odd level $b$ has tin $5p$ character. The coordinate $Q$ is the displacement of tin relative to its oxygen cage, which keeps its shape. The nuclei are static for now, the electrons are independent and spin-paired, and no other level takes part.

Let $D>0$ be the gap at $Q=0$, and put the zero of electronic energy midway between the levels. Inversion changes the sign of $Q$, so the part of the electronic Hamiltonian linear in $Q$ multiplies an odd operator. Such an operator has no diagonal element in a state of definite parity, but it can connect $a$ to $b$. To first order in $Q$,
\begin{equation}
h(Q)=\begin{pmatrix}-D/2&gQ\\ gQ&D/2\end{pmatrix}.
\label{h}
\end{equation}
The orbital phases are chosen so that $g$ is real. Reversing the phase of $b$ reverses the sign of $g$, so no energy can depend on that sign; below, $g>0$. For the same reason this model alone cannot say to which side of the ion the lone pair points. That requires the actual shapes of the orbitals together with the sign of $g$ belonging to them.

The stiffness $K$ is the curvature of the energy without the mixing of $a$ and $b$. It includes cage repulsion and any quadratic shift of the filled level. It is a bare quantity. A force constant calculated with electrons that readjust at every displacement already contains the mixing, and inserting it for $K$ would count the mixing twice.

The eigenvalues $\varepsilon$ of Eq.~\eqref{h} obey
\begin{equation}
\left(-\tfrac D2-\varepsilon\right)\left(\tfrac D2-\varepsilon\right)-g^2Q^2
=\varepsilon^2-\tfrac{D^2}{4}-g^2Q^2=0,
\end{equation}
so they are $\pm R$ with
\begin{equation}
R(Q)=\sqrt{\tfrac{D^2}{4}+g^2Q^2}.
\end{equation}
Two electrons in the lower level contribute $-2R$. Since $R(0)=D/2$, the energy measured from the centre is
\begin{equation}
\Delta E(Q)=\tfrac12KQ^2+D-2R(Q).
\label{E}
\end{equation}
In SI units $D$ is in J, $g$ in J/m and $K$ in J/m$^2$. With eV and nm the formulas are unchanged, because $gQ$ and $KQ^2$ are still energies.

For numerical work near the centre, Eq.~\eqref{E} subtracts two nearly equal numbers. From $(R-D/2)(R+D/2)=g^2Q^2$ follows the equivalent form
\begin{equation}
\Delta E(Q)=\tfrac12KQ^2-\frac{2g^2Q^2}{R+D/2},
\end{equation}
which avoids that cancellation in the electronic term.

\subsection{The threshold}

Write $x=4g^2Q^2/D^2$, so that $2R=D\sqrt{1+x}$. For small $x$, $\sqrt{1+x}=1+x/2-x^2/8+\dots$, and therefore
\begin{align}
D-2R&=-\frac{Dx}{2}+\frac{Dx^2}{8}-\dots
=-\frac{2g^2Q^2}{D}+\frac{2g^4Q^4}{D^3}-\dots,\\
\Delta E&=\tfrac12\left(K-\frac{4g^2}{D}\right)Q^2+\frac{2g^4}{D^3}Q^4+\dots .
\label{series}
\end{align}
The stiffness at the centre is $K-4g^2/D$. With the dimensionless ratio
\begin{equation}
\lambda=\frac{4g^2}{KD},
\end{equation}
it equals $K(1-\lambda)$. The centre is unstable when $\lambda>1$, that is, when $4g^2>KD$. At $\lambda=1$ the quadratic term vanishes, but the quartic term is positive, so the centre is still a minimum.

The factor 4 has a simple origin. Second-order mixing lowers the filled level by $g^2Q^2/D$; there are two electrons, and a curvature is twice the coefficient of $Q^2$.

An implementation that obtains this curvature from energies at $-h$, $0$ and $h$ has a leading error set by the quartic term. The term $bQ^4$, with $b=2g^4/D^3$, adds $2bh^4/h^2=2bh^2$ to the difference quotient. Since $4g^2/D=\lambda K$,
\begin{equation}
2bh^2=\frac{4g^4h^2}{D^3}=\lambda K\left(\frac{gh}{D}\right)^2 .
\end{equation}
The step must therefore be small compared with $D/g$, not merely with an interatomic distance.

\subsection{The number of electrons}

Put $n_-$ electrons in the lower eigenlevel and $n_+$ in the upper. Their energy is $-(n_--n_+)R$. The expansion above gives $R=D/2+g^2Q^2/D+\dots$, so the central stiffness is
\begin{equation}
k_0=K-\frac{2g^2}{D}(n_--n_+).
\label{count}
\end{equation}
Two electrons give the tin(II) result. One electron gives the weaker drive $2g^2>KD$. No electrons, which represents tin(IV) in this pair of levels, gives $k_0=K$ and no instability. Four electrons also give $K$, since what the lower level gains the upper level loses.

These comparisons hold $K$, $g$ and $D$ fixed. In a real change of oxidation state the bond lengths and all three parameters change. Equation~\eqref{count} isolates the effect of occupation; it does not predict the force constant of a tin(IV) oxide.

\subsection{Where the ion settles}

From $R^2=D^2/4+g^2Q^2$ follows $dR/dQ=g^2Q/R$, and hence
\begin{equation}
\frac{d\Delta E}{dQ}=Q\left(K-\frac{2g^2}{R}\right).
\label{force}
\end{equation}
The bracket starts at $K(1-\lambda)$ for $Q=0$ and grows with $|Q|$, because $R$ grows. For $\lambda\le1$ it is never negative, so the centre is the single minimum. For $\lambda>1$ it starts negative and changes sign once on each side. The energy then falls from the centre to one minimum on each side and rises beyond it; these two equal minima are global.

At the minimum $R_0=2g^2/K$. The definition of $\lambda$ gives $2g^2/K=\lambda D/2$, so $R_0=\lambda D/2$. Then
\begin{align}
g^2Q_0^2&=R_0^2-\frac{D^2}{4}=R_0^2\left(1-\frac1{\lambda^2}\right),\\
Q_0&=\frac{2g}{K}\sqrt{1-\frac1{\lambda^2}} .
\label{Q0}
\end{align}
As $D\to0$ at fixed $g$ and $K$, $\lambda\to\infty$ and $Q_0\to2g/K$, the result of the opening case. Just above threshold $1-1/\lambda^2\approx2(\lambda-1)$, so the displacement grows continuously from zero as $\sqrt{\lambda-1}$.

\subsection{Energy, stiffness and mixing}

For the elastic cost, use $g^2Q_0^2=D^2(\lambda^2-1)/4$ and $4g^2=\lambda KD$:
\begin{equation}
\tfrac12KQ_0^2=\frac{KD^2(\lambda^2-1)}{8g^2}
=\frac{D(\lambda^2-1)}{2\lambda}.
\end{equation}
The electronic change is $D-2R_0=-(\lambda-1)D$. The energy of the centre above the minimum is therefore
\begin{equation}
E_b=(\lambda-1)D-\frac{D(\lambda^2-1)}{2\lambda}
=(\lambda-1)D\,\frac{2\lambda-\lambda-1}{2\lambda}
=\frac{D(\lambda-1)^2}{2\lambda}.
\label{Eb}
\end{equation}
This barrier is a small difference of larger energies, and it is sensitive to the input. At fixed $D$,
\begin{equation}
\frac{\lambda}{E_b}\frac{dE_b}{d\lambda}
=\frac{2\lambda^2}{D(\lambda-1)^2}\,
\frac{D}{2}\left(1-\frac1{\lambda^2}\right)
=\frac{\lambda+1}{\lambda-1}.
\label{sens}
\end{equation}
If $K$ is fixed too, $\lambda$ varies as $g^2$, and the relative error in $g$ is multiplied by twice this factor.

Differentiating Eq.~\eqref{force} once more gives
\begin{equation}
\frac{d^2\Delta E}{dQ^2}=K-\frac{2g^2}{R}+\frac{2g^4Q^2}{R^3}.
\end{equation}
At the minimum the first two terms cancel. In the third, $2g^2/R_0=K$ and $g^2Q_0^2/R_0^2=1-1/\lambda^2$, so the stiffness there is
\begin{equation}
k_w=K\left(1-\frac1{\lambda^2}\right).
\end{equation}

The occupied orbital is $\cos\theta\,a-\sin\theta\,b$, with $\cos2\theta=D/(2R)$ and $\sin2\theta=gQ/R$. Its energy is $-(D/2)\cos2\theta-gQ\sin2\theta=-R$, as it should be. The odd weight at the minimum is
\begin{equation}
\sin^2\theta=\frac{1-\cos2\theta}{2}=\frac12\left(1-\frac1\lambda\right)
\end{equation}
per electron. The level gap there is $2R_0=\lambda D$. In this model the distortion widens the gap by the same ratio that measures the instability.

\subsection{Three odd levels}

A cubic site has three equivalent $p$ levels. With isotropic $K$ and $g$, the even level couples to them through $g(Q_xp_x+Q_yp_y+Q_zp_z)$. This equals $g|\mathbf Q|$ times the normalized $p$ orbital along $\mathbf Q$. The two perpendicular combinations do not couple and stay empty at $D/2$. The energy is thus Eq.~\eqref{E} with $|Q|$ replaced by $|\mathbf Q|$, and the minima form a sphere of radius $Q_0$. Anisotropic terms outside the model must select directions. The example below treats one axis.

\subsection{Worked numbers}

Take $D=4$~eV, $K=1000$~eV/nm$^2$ and $g=40$~eV/nm. These are round parameters chosen for illustration, not computed properties of a compound. Then
\begin{align}
\lambda&=\frac{4(40)^2}{1000\times4}=1.6,\\
Q_0&=\frac{80}{1000}\sqrt{1-\frac1{1.6^2}}=0.0624~\mathrm{nm},\\
E_b&=4\times\frac{0.6^2}{3.2}=0.45~\mathrm{eV}.
\end{align}
In SI units these are $6.2\times10^{-11}$~m and $7.2\times10^{-20}$~J. The barrier is the difference between an electronic gain of 2.40~eV and an elastic cost of 1.95~eV.

With $K$ and $D$ fixed, the threshold is at $g=31.6$~eV/nm; with $K$ and $g$ fixed, it is at $D=6.4$~eV. The central stiffness is 1000, 200 and $-600$~eV/nm$^2$ for zero, one and two electrons, so one electron does not suffice here. At the minimum the stiffness is 609~eV/nm$^2$, the gap 6.4~eV and the odd weight 0.19 per electron. Equation~\eqref{sens} gives $2.6/0.6=4.3$: a small relative error in $g$ becomes a relative error in $E_b$ almost nine times as large.

\subsection{Recovering the parameters}

Suppose an energy curve is available from a calculation in which the electrons relax. Its central stiffness $k_0<0$, minimum position $Q_0$ and barrier $E_b$ determine the model. From the elastic cost, $Q_0^2=D(\lambda^2-1)/(\lambda K)$. With $|k_0|=K(\lambda-1)$,
\begin{equation}
\frac{|k_0|Q_0^2}{E_b}
=\frac{D(\lambda-1)^2(\lambda+1)/\lambda}{D(\lambda-1)^2/(2\lambda)}
=2(\lambda+1).
\end{equation}
Hence
\begin{equation}
\lambda=\frac{|k_0|Q_0^2}{2E_b}-1,\quad
K=\frac{|k_0|}{\lambda-1},\quad
D=\frac{2\lambda E_b}{(\lambda-1)^2},\quad
g=\tfrac12\sqrt{\lambda KD}.
\label{inverse}
\end{equation}
The example returns $\lambda=600(0.06245)^2/0.90-1=1.6$. A result $\lambda\le1$ from a curve with a real double well shows that the curve does not have the form of Eq.~\eqref{E}. A result above 1 does not prove that it has that form, as the hard-cage case in the second half shows.

\section{Corrections and the lifetime of the distortion}

\subsection{Symbols and results carried over}

An even filled level and an odd empty level are separated by $D$ and mixed by $gQ$; $K$ is the stiffness without this mixing. For two independent paired electrons,
\begin{equation}
V(Q)=\tfrac12KQ^2+D-2\sqrt{\tfrac{D^2}{4}+g^2Q^2},\qquad
\lambda=\frac{4g^2}{KD}.
\label{V}
\end{equation}
The central stiffness is $K(1-\lambda)$. For $\lambda>1$ there are minima at $\pm Q_0$, with barrier $E_b$ at the centre and stiffness $k_w=K(1-1/\lambda^2)$. The example has $D=4$~eV, $K=1000$~eV/nm$^2$, $g=40$~eV/nm, $\lambda=1.6$, $Q_0=0.0624$~nm and $E_b=0.45$~eV. These parameters stay fixed below unless a change is stated.

For independent paired electrons in a harmonic cage, the centre is unstable when $4g^2>KD$, and the displacement, barrier and stiffness at the minimum follow in closed form. It remains to see how electron repulsion and a hardening cage change this result, and whether the distortion lasts against tunnelling and thermal hopping or is held in step by neighbouring ions.
